# Valley repopulation and the linear hyperfine shift of silicon donors

Suppose the hyperfine constant of a bismuth donor is used as a strain gauge and calibrated with valley repopulation alone. With the parameters below, a compression of 1 MPa along [100] lowers the constant by about 35.4 kHz. Repopulation gives 1.4 kHz at that stress and grows as its square, so the gauge reads $\sqrt{35.4/1.41}\approx5.0$ MPa, five times too much. Under 1 MPa of tension the constant rises by 32.6 kHz, and the gauge has no reading at all, because repopulation can only lower the constant.

## The case to be computed

A group-V donor sits on an undistorted silicon site, with the point symmetry $T_d$ of the tetrahedron. Its electron is in the non-degenerate ground state $A_1$, built from the six conduction-band valleys $\pm x,\pm y,\pm z$. Above it lie a doublet $E$ and a triplet $T_2$. The quantity of interest is the isotropic, or contact, hyperfine constant $A$, proportional to the electron density at the nucleus. Its unstrained value is $A_0$. Strain $e_{ij}$ and stress $s$ are positive in tension.

Rough typical values for bismuth in silicon are $A_0=1500$ MHz, $D\equiv E_E-E_{A_1}=41$ meV and $E_{T_2}-E_{A_1}=39$ meV. The uniaxial deformation potential is $X=8.6$ eV: a valley on axis $j$ shifts by $Xe_{jj}$, apart from a shift common to all valleys. The elastic constants are $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa.

**Strain.** For stress $s$ along [100], Hooke's law reads
$$s=c_{11}e_{xx}+2c_{12}e_{yy},\qquad 0=c_{12}e_{xx}+(c_{11}+c_{12})e_{yy},$$
with $e_{zz}=e_{yy}$. Subtracting the second equation from the first, and adding twice the second to the first, gives
$$e_{xx}-e_{yy}=\frac{s}{c_{11}-c_{12}},\qquad \mathrm{Tr}\,e=\frac{s}{c_{11}+2c_{12}} .$$
At 1 MPa these are $9.804\times10^{-6}$ and $3.401\times10^{-6}$.

**Contact density.** Let $c_j$ be the real, normalized valley amplitudes. In the repopulation model strain changes the $c_j$ and nothing else. By symmetry each valley contributes the same wave-function value at the nucleus, so $A\propto(\sum_jc_j)^2$. The unstrained ground state is $u=(1,1,1,1,1,1)/\sqrt6$, for which $(\sum_j c_j)^2=6$. Therefore
$$\frac{A}{A_0}=\frac{1}{6}\Big(\sum_jc_j\Big)^2=(u\cdot c)^2. \tag{1}$$

**Valley matrix.** Let the coupling be $-w$ between perpendicular valleys and $-v$ between opposite ones. The state $u$ has energy $-v-4w$. The $E$ states are even within each opposite pair and their pair amplitudes sum to zero; their energy is $-v+2w$. The $T_2$ states are odd within a pair and have energy $+v$. Hence $D=6w$ and $E_{T_2}-E_{A_1}=2v+4w$, which give $w=6.83$ meV and $v=5.83$ meV.

Both couplings lower the energy of amplitudes of equal sign. The ground state can therefore be chosen with all amplitudes positive, and it shares the symmetry of the strained matrix. Under [100] stress it lies in the space of
$$a=\frac{|x\rangle+|{-x}\rangle}{\sqrt2},\qquad b=\frac{|y\rangle+|{-y}\rangle+|z\rangle+|{-z}\rangle}{2}.$$
In this space $u=(a+\sqrt2\,b)/\sqrt3$, and the orthogonal state $g=(\sqrt2\,a-b)/\sqrt3$ belongs to $E$. After a common shift is dropped, the strain adds $d\,|a\rangle\langle a|$ with $d=X(e_{xx}-e_{yy})$. Since $\langle u|a\rangle=1/\sqrt3$ and $\langle g|a\rangle=\sqrt{2/3}$, the matrix in the basis $(u,g)$, measured from the unstrained $A_1$ level, is
$$\begin{pmatrix} d/3 & \sqrt2\,d/3\\ \sqrt2\,d/3 & D+2d/3\end{pmatrix}.$$

The diagonal difference is $G=D+d/3$ and the coupling is $t=\sqrt2\,d/3$. The lower state of such a two-level matrix contains $u$ with weight $\tfrac12[1+G/\sqrt{G^2+4t^2}]$. Here
$$G^2+4t^2=D^2+\tfrac23Dd+\tfrac19d^2+\tfrac89d^2=D^2+\tfrac23Dd+d^2,$$
so that
$$\frac{A}{A_0}=\frac12\left[1+\frac{D+d/3}{\sqrt{D^2+2Dd/3+d^2}}\right]. \tag{2}$$
Diagonalization of the full six-valley matrix was tested against (2) at $e_{xx}-e_{yy}=-0.05$, $-0.003$, $0.002$ and $0.04$, and agreed within $10^{-10}$.

**Small strain.** Using $(1+z)^{-1/2}=1-z/2+\dots$ with $z=4t^2/G^2$,
$$1-\frac{A}{A_0}=\frac{t^2}{G^2}+\dots=\frac{2d^2}{9D^2}\left(1-\frac{2d}{3D}+\dots\right). \tag{3}$$
There is no term linear in $d$. At 1 MPa, $d=8.6\ \mathrm{eV}\times9.804\times10^{-6}=8.43\times10^{-5}$ eV and $d/D=2.06\times10^{-3}$. The loss is $9.38\times10^{-7}$, which lowers $A$ by 1.41 kHz.

**Comparison with the linear shift.** Spin-resonance measurements on donors at strains up to roughly $10^{-5}$ show a linear shift that follows the hydrostatic strain,
$$\frac{\Delta A}{A_0}=\frac K3\,\mathrm{Tr}\,e,$$
with $K$ roughly 20 for bismuth. This $K$ is an empirical input here. At 1 MPa it gives $(20/3)\times3.401\times10^{-6}=2.27\times10^{-5}$, or a rise of 34.0 kHz. That is 24 times the repopulation term and of opposite sign.

The direction of stress separates the two contributions further. Adding the three normal components of Hooke's law gives $\mathrm{Tr}\,e=s/(c_{11}+2c_{12})$ for every direction, since the normal stresses always sum to $s$. Repopulation depends on differences of the normal strains. For [110] the difference $e_{xx}-e_{zz}$ is half its [100] counterpart, and for [111] all differences vanish.

| 1 MPa tension along | linear rise (kHz) | repopulation lowering (kHz) |
|---|---:|---:|
| [100] | 34.01 | 1.408 |
| [110] | 34.01 | 0.353 |
| [111] | 34.01 | 0.000 |

The [111] row is the sharpest counter-example: the valleys stay equally populated while the constant moves by 34 kHz. Reversing the stress is a second discriminator, because it reverses the linear term and leaves the leading repopulation term unchanged.

## The correct statement

For the isotropic constant of the donor described above, at small strain about the unstrained crystal,
$$\frac{\Delta A}{A_0}=\frac K3\mathrm{Tr}\,e-\frac{X^2}{9D^2}\Big[(e_{xx}-e_{yy})^2+(e_{yy}-e_{zz})^2+(e_{zz}-e_{xx})^2\Big]+R, \tag{4}$$
where $R$ collects other terms of second and higher order. The bracket is the leading repopulation term. The linear term comes from a change of the density that each valley brings to the nucleus.

### Repopulation has no linear part

Let $V$ be any small real symmetric perturbation of the six-valley matrix. It may shift the valleys or alter their couplings. Since $u$ and $c$ are unit vectors, $(u\cdot c)^2\le1$, with equality at $V=0$. The ground state is non-degenerate, so $c$ varies smoothly with $V$, and a smooth function has zero slope at an interior maximum. Couplings between valleys may also be complex; the argument is then the same, with $|u\cdot c|^2$ in place of $(u\cdot c)^2$ and $|V_{k0}|^2$ in place of $V_{k0}^2$ below.

Perturbation theory supplies the size. To first order, the amplitude of excited state $k$ in $c$ is $-V_{k0}/(E_k-E_0)$, with $V_{k0}=\langle k|V|u\rangle$. The weight missing from $u$ is the sum of the squares,
$$1-\frac{A}{A_0}=\sum_{k\ne0}\frac{V_{k0}^2}{(E_k-E_0)^2}+O(V^3). \tag{5}$$

For strain, write $e_{jj}=\bar e+\eta_j$ with $\sum_j\eta_j=0$ over the three axes. The part $\bar e$ shifts all valleys alike. The rest turns $u$ into a vector with components $X\eta_j/\sqrt6$. This vector is equal on opposite valleys, so it has no $T_2$ part, and its components sum to zero, so it has no $A_1$ part. It lies wholly in $E$. Each axis carries two valleys, so its squared length is $2X^2\sum_j\eta_j^2/6$, and
$$1-\frac A{A_0}=\frac{X^2}{3D^2}\sum_j\eta_j^2+\dots$$
The sum of squared pair differences is $2\sum_j\eta_j^2-2\sum_{i<j}\eta_i\eta_j$. From $(\sum_j\eta_j)^2=0$ one has $2\sum_{i<j}\eta_i\eta_j=-\sum_j\eta_j^2$, so the pair sum equals $3\sum_j\eta_j^2$. This gives the bracket in (4), with coefficient $X^2/(9D^2)=4889$.

The law was tested by diagonalization at diagonal strains $(13,-6,4)\times10^{-6}$. Averaging over both signs of the strain, which removes the cubic term, gave agreement within 0.1 percent. Doubling an axial strain of $10^{-5}$ gave a growth exponent of 1.998. The small departure from 2 is the cubic term in (3): with $x=2d/3D=1.4\times10^{-3}$, the exponent is $2-x/\ln2=1.998$.

Hydrostatic strain is a stronger case. It preserves $T_d$, so $u$ remains an eigenvector even if $v$ and $w$ change. As long as $A_1$ remains the ground state, repopulation is then zero, not merely small.

### The linear term must follow the trace

The most general linear response is $\Delta A=\sum_{ij}L_{ij}e_{ij}$ with $L$ symmetric. Because $A$ is a scalar and the unstrained site has symmetry $T_d$, $L$ must be unchanged by every operation of that group.

A half-turn about $z$ reverses $x$ and $y$, hence reverses $e_{xz}$ and $e_{yz}$, so $L_{xz}=L_{yz}=0$. A half-turn about $x$ likewise gives $L_{xy}=0$. A rotation by $120^\circ$ about [111] permutes the axes cyclically, so $L_{xx}=L_{yy}=L_{zz}$. What remains is a multiple of $\mathrm{Tr}\,e$. The argument covers every microscopic contribution, including the displacement of neighbouring atoms that accompanies the strain. It does not fix the size or sign of $K$.

### Where the linear term comes from

Let each valley's wave-function value at the nucleus acquire a factor
$$f_j=1+p\,e_{jj}+q\,\mathrm{Tr}\,e,$$
so that a valley may respond to its own axis. Equation (1) becomes $A/A_0=(\sum_jc_jf_j)^2/6$. The first-order change of $c$ is orthogonal to $u$, so it drops out of the linear term. With $c=u$,
$$\frac1{\sqrt6}\sum_j u_jf_j=\frac16\sum_jf_j=1+\Big(\frac p3+q\Big)\mathrm{Tr}\,e,$$
because the six valleys count each axis twice. Squaring gives
$$\frac{\Delta A}{A_0}=2\Big(\frac p3+q\Big)\mathrm{Tr}\,e+\dots,\qquad K=2p+6q. \tag{6}$$
Even a density change tied to individual valleys leaves only the trace at first order.

It does leave a cross term at second order. The first-order change is $\delta c_j=-X\eta_j/(\sqrt6D)$, and its product with the density change contributes
$$\frac{2}{\sqrt6}\sum_j\delta c_j\,p\,\eta_j=-\frac{2pX}{3D}\sum_{\rm axes}\eta_j^2 .$$
Relative to the repopulation term this is $2pD/X$. If all of $K$ were valley-tied, then $q=0$ and $p=K/2=10$, and the cross term would be 9.5 percent of repopulation. This is an illustration, not a bound, because $K$ fixes only the sum $2p+6q$. The cross term belongs to $R$ in (4).

## A model of the density change

A spherical envelope shows how a small change of the donor potential becomes a larger change of contact density. Lengths are in effective Bohr radii (1.985 nm) and energies in effective rydbergs (31 meV). The radial function $u(r)$, not to be confused with the valley vector, obeys
$$-\frac1m u''-\frac{2}{\kappa r}u-We^{-(r/b)^2}u=Eu .$$
Here $m$ and $\kappa$ are the mass and permittivity relative to their unstrained values, and the short-range well stands for the central cell. The contact density is proportional to $u'(0)^2$. With $b=0.20$ nm, a binding energy of roughly 71 meV requires a depth of 5.44 eV. The density at the nucleus is then 30 times that of the hydrogenic envelope. Halving the mesh, with the depth refitted, changes it by $-0.018$ percent.

Let $S_y$ be the change of $\ln u'(0)^2$ per unit change of $\ln y$. Numerical differentiation gives
$$S_W=4.18,\quad S_m=6.35,\quad S_\kappa=-2.18,\quad S_b=7.53 .$$
These numbers are linked. Setting $r=b\rho$ and multiplying the equation by $mb^2$ leaves $mb/\kappa$ and $mb^2W$ as the only parameters, while normalization gives the density a factor $b^{-3}$. Thus
$$u'(0)^2=b^{-3}\,\Phi\!\left(\frac{mb}{\kappa},\,mb^2W\right).$$
Differentiation yields $S_m=S_W-S_\kappa$ and $S_b=-3-S_\kappa+2S_W$. The computed values satisfy both to about 0.01, the size of the rounding errors in the figures shown.

The value $K=20$ requires $d\ln u'(0)^2/d\,\mathrm{Tr}\,e=20/3=6.67$ if the envelope supplies the whole shift. If the depth alone changed, it would have to grow by $6.67/4.18=1.6$ percent per percent of dilation. A linear term of the observed size therefore needs no extreme change of the potential in this model. The figure depends on the chosen range: for $b=0.30$ nm, $S_W$ falls to 2.97 and the requirement rises to 2.2 percent. The model does not predict $K$ or its sign. An envelope equation is not justified at distances comparable to the atomic spacing, and strain changes of the Bloch functions are left out.

## Larger strain and built-in strain

For [100] stress, keeping the linear and repopulation terms of (4), the two cancel at
$$s_0=\frac{3KD^2(c_{11}-c_{12})^2}{2X^2(c_{11}+2c_{12})}=24.1\ \text{MPa}.$$
With (2) in place of the quadratic law the value is 25.0 MPa. The difference is the cubic term in (3): at 25 MPa, $2d/3D\approx0.034$, which weakens repopulation by about 3 percent. The constant peaks at 12.4 MPa, 209 kHz above $A_0$. These are model values. If $K$ were wholly valley-tied, the cross term would lower $s_0$ in the quadratic law to $24.1/1.095\approx22$ MPa.

At very large $|d|$, repopulation saturates. If two valleys are lowered, $c_j=1/\sqrt2$ on each and (1) gives $(\sqrt2)^2/6=1/3$. If four are lowered, $c_j=1/2$ and the result is $2^2/6=2/3$. These are limits of the valley model, not strains a crystal would survive.

Built-in strain changes the meaning of "linear". About a bias $d_0$, the leading loss $2d^2/9D^2$ has slope $4d_0/9D^2$, so repopulation then responds linearly to additional strain. Symmetry agrees: a donor already strained along $z$ has lost the $120^\circ$ rotations, and two independent linear coefficients survive, one for $e_{zz}$ and one for $e_{xx}+e_{yy}$.

The strain at which this matters scales as $KD^2$, so for a given $K$ it is set by the splitting $D$. For phosphorus-like splittings of roughly 13 and 12 meV, the loss at 1 MPa along [100] is $9.3\times10^{-6}$, about ten times the bismuth value, as $(41/13)^2\approx10$ suggests.

## Reading the result for real donors

The 1 MPa example has strains below $10^{-5}$, the regime of the linear measurements. A device can easily break the assumption of zero bias strain: metal gates on cooled silicon can produce strains of roughly $10^{-4}$ or more. In the model, the peak at 12.4 MPa corresponds to $e_{xx}-e_{yy}=1.2\times10^{-4}$. A donor biased there by [100] tension has a local slope of zero, instead of 34 kHz/MPa, for further stress along [100]. For added stress along [010] the model slope is about 51 kHz/MPa. A calibration from unstrained material should therefore be used only where the built-in deviatoric strain is well below the peak strain of the donor in question, which is $1.2\times10^{-4}$ only for the bismuth values used here.

The example also assumes zero electric field. A field shifts $A$ quadratically, and in the spherical envelope model a few tenths of a volt per micrometre are enough for a shift of tens of kHz. In a gated device this shift must be separated from that of strain.

Two other omissions are small for the example. At 5 K the thermal occupation of $T_2$ is about $10^{-39}$. Shear $e_{xy}$ mixes the two lowest conduction bands. Since $L_{xy}=0$, this mixing cannot change $A$ in proportion to its amplitude, so the mixing probability sets the scale. With a rough coupling of 14 eV and band separation of 0.53 eV, the mixing probability under [110] stress is $(14\times3.125\times10^{-6}/0.53)^2=6.8\times10^{-9}$, against a linear shift of $2.3\times10^{-5}$.

The result concerns $A$, whereas an experiment measures transition frequencies. Symmetry allows the traceless hyperfine tensor, the $g$ tensor and, for a nucleus such as bismuth with spin 9/2, the quadrupole coupling to vary linearly with deviatoric strain. A moment placed at the envelope's mean radius gives a crude far-field dipolar scale. One Bohr magneton at the model's mean radius of 1.4 nm produces a field of about 0.34 mT, or 2.4 kHz for a bismuth nucleus with roughly 7 MHz/T. At 1 MPa along [100] the admixed $E$ state has amplitude $\sqrt{9.4\times10^{-7}}\approx9.7\times10^{-4}$, and its interference with $A_1$ carries twice this factor, which gives about 5 Hz. This estimate is not a bound. It omits the interference between valleys, which varies within a fraction of a nanometre of the nucleus, where $1/r^3$ is large. With plane waves in place of the Bloch functions and the same envelope, that interference gives roughly 0.1 kHz in the same measure. As a component of the hyperfine tensor, the quantity to compare with a shift of $A$, it is twice as large, about 0.2 kHz, against the 34 kHz contact shift. The atomic core is left out of both figures, and the omission is large. The same plane-wave model gives a contact constant of only about 0.8 MHz, roughly 1900 times below $A_0$, so within that model the dipolar term is $3\times10^{-4}$ of the contact constant, more than the linear shift of $2.3\times10^{-5}$. The dipolar term stays far below the contact shift only if the core enhances it much less than it enhances the contact density, which this model cannot show. These contributions must be separated from $A$, by comparing several transitions and field directions, before a direction-dependent linear shift is assigned to the contact term. The numerical output below lists the inputs and the main computed values.

## Table of computed values

```
Inputs (rough): X = 8.6 eV, K = 20, A0 = 1500 MHz
Inputs (rough): E-A1 = 41 meV, T2-A1 = 39 meV
Inputs (rough): c11, c12, c44 = 166, 64, 80 GPa
Repopulation exponent near 1e-5 strain = 1.9980
Quadratic coefficient X^2/(9 D^2) = 4889
Saturation of A/A0: 0.3334 (2 valleys), 0.6667 (4 valleys)
Linear invariants: unstrained 1, z-strained donor 2
Uniaxial tension = 1.0 MPa
[100] strain xx, yy, zz = 7.670, -2.134, -2.134 ppm
[100] tensor shear xy = 0.000 ppm, trace = 3.401 ppm
[100] linear rise = 34.01 kHz, repopulation lowering = 1.408 kHz
[110] strain xx, yy, zz = 2.768, 2.768, -2.134 ppm
[110] tensor shear xy = 3.125 ppm, trace = 3.401 ppm
[110] linear rise = 34.01 kHz, repopulation lowering = 0.353 kHz
[111] strain xx, yy, zz = 1.134, 1.134, 1.134 ppm
[111] tensor shear xy = 2.083 ppm, trace = 3.401 ppm
[111] linear rise = 34.01 kHz, repopulation lowering = 0.000 kHz
[100] linear/repopulation magnitude = 24.2
[100] stress at maximum A = 12.39 MPa
[100] maximum rise of A = 209 kHz
[100] cancellation stress: full = 25.01 MPa, quadratic = 24.13 MPa
Phosphorus-like splittings (rough): E-A1 = 13 meV, T2-A1 = 12 meV
Fractional repopulation loss: Bi 9.385e-07, P-like 9.307e-06
Envelope inputs (rough): 31 meV Rydberg, 71 meV binding, kappa 11.7
Effective Bohr radius = 1.985 nm, well range = 0.20 nm
Fitted well depth = 5.444 eV
Contact density / hydrogenic density = 30.120
Density shift on halving mesh = -0.0179 percent
Log sensitivity to depth = 4.179, mass = 6.354
Log sensitivity to permittivity = -2.175, range = 7.532
Depth sensitivity for 0.30 nm range = 2.970
Required d ln(density)/d Tr e = 6.667
Required d ln(depth)/d Tr e if depth alone changes = 1.595
Neglected cross term / repopulation, all K valley-tied = 9.53 percent
Neglected [110] shear band-mixing probability = 6.81e-09
Neglected T2 thermal occupation at 5 K = 1.5e-39
Model mean radius = 1.400 nm
Neglected envelope dipolar scale, [100] = 4.58 Hz (no atomic-core part)
```
